# Liptay Analysis of Electroabsorption: Frenkel and Charge-Transfer Excitons, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The Liptay theorem for an isotropic sample

### What symmetry and dimensions already decide

A sample of randomly oriented, immobile absorbers is placed in a uniform static field \(\mathbf F=F\mathbf f\) and probed with light of linear polarization \(\mathbf e\). Both \(\mathbf e\) and \(\mathbf f\) are unit vectors, with \(\mathbf e\cdot\mathbf f=\cos\chi\). The absorption \(A\) is quadratic in \(\mathbf e\), because it comes from a squared transition amplitude.

There is a direction perpendicular to both \(\mathbf e\) and \(\mathbf f\). A rotation by \(180^\circ\) about it turns \((\mathbf e,\mathbf F)\) into \((-\mathbf e,-\mathbf F)\). The isotropic sample is unchanged by rotations, and the sign of \(\mathbf e\) does not matter, so

\[
A(\mathbf e,\mathbf F)=A(-\mathbf e,-\mathbf F)=A(\mathbf e,-\mathbf F).
\]

The field-induced change is therefore even in \(F\), and its leading term is quadratic. The scalars that are quadratic in both unit vector \(\mathbf e\) and field \(\mathbf F\) are \(F^2\) and \((\mathbf e\cdot\mathbf F)^2\), so the leading term has the angular form \(F^2(c+c'\cos^2\chi)\).

Dimensions then restrict the spectral form. Let \(\Delta\boldsymbol\mu\) and \(\Delta\alpha\) be the changes of dipole moment and polarizability on excitation. Both \(\Delta\mu F\) and \(\Delta\alpha F^2\) are energies, and when they act by shifting the band, each is compensated by a derivative of the spectrum with respect to photon energy \(E\). At order \(F^2\), \(\Delta\alpha\) can appear once, with a first derivative, and \(\Delta\mu\) can appear twice, with a second derivative. A single factor \(\Delta\mu F\) can also appear with a first derivative if the missing power of \(F\) comes from a dimensionless relative change of the transition moment. Because of this possibility the first derivative does not measure \(\Delta\alpha\) alone. Finally, both powers of \(F\) can come from the relative change of the transition moment, which gives a term with no derivative.

### Assumptions and conventions

1. All orientations are equally likely and the field does not alter them.
2. The transition is nondegenerate and well separated from others, with zero-field energy \(E_0\). Its transition moment is real, as it can be chosen to be without a magnetic field.
3. \(\mathbf F\) is the internal field. If a scalar local-field factor \(f_{\rm loc}\) applies, \(F=f_{\rm loc}F_{\rm applied}\).
4. A state \(n\) has energy \(E_n-\boldsymbol\mu_n\cdot\mathbf F-\tfrac12\mathbf F\cdot\alpha_n\mathbf F\) up to second order. With \(\Delta\) meaning excited minus ground state, the transition energy changes by
\[
\delta E=-\Delta\boldsymbol\mu\cdot\mathbf F-\tfrac12\,\mathbf F\cdot\Delta\alpha\,\mathbf F .
\]
5. The transition moment in the field is
\[
M_i=m_i+T_{ij}F_j+S_{ijk}F_jF_k,\qquad S_{ijk}=S_{ikj},
\]
where repeated indices are summed.
6. The smooth, normalized line shape \(g\) is shifted rigidly: the whole band has the same \(\Delta\boldsymbol\mu\), \(\Delta\alpha\), \(\mathbf m\), \(T\) and \(S\). The shift is small compared with the width of the features of \(g\).

One orientation contributes

\[
A_{\rm or}(E)=K E\,\frac{3(\mathbf e\cdot\mathbf M)^2}{m^2}\,g(E-E_0-\delta E),
\]

with \(K\) independent of energy and field. Since \(\langle(\mathbf e\cdot\mathbf m)^2\rangle=m^2/3\), the zero-field average is \(A(E)=KE\,g(E-E_0)\). The function that is shifted by the field is thus \(A/E\), not \(A\).

### Theorem 1 (Liptay)

Let \(q=3\cos^2\chi-1\), let \(\zeta\) be the angle between \(\mathbf m\) and \(\Delta\boldsymbol\mu\), and let \(\Delta\alpha_m=\mathbf m\cdot\Delta\alpha\,\mathbf m/m^2\). Under the assumptions above,

\[
\Delta A=F^2\left[aA+\frac{B}{15}E\frac{d}{dE}\frac AE+\frac{C}{30}E\frac{d^2}{dE^2}\frac AE\right]+O(F^4),
\]

\[
C=|\Delta\boldsymbol\mu|^2\left[5+q(3\cos^2\zeta-1)\right],
\]

\[
B=\tfrac52{\rm Tr}\,\Delta\alpha+\tfrac q2(3\Delta\alpha_m-{\rm Tr}\,\Delta\alpha)+B_\times,
\]

\[
B_\times=\frac{10\,\mathbf m\cdot T\Delta\boldsymbol\mu+q\left[3\Delta\boldsymbol\mu\cdot T\mathbf m+3(\mathbf m\cdot\Delta\boldsymbol\mu){\rm Tr}\,T-2\mathbf m\cdot T\Delta\boldsymbol\mu\right]}{m^2}.
\]

The zeroth-order coefficient is

\[
a=\frac{10X+q(3Y-2X)}{30m^2},
\]

\[
X=T_{ij}T_{ij}+2m_iS_{ikk},\qquad
Y=({\rm Tr}\,T)^2+T_{ij}T_{ji}+4m_kS_{iik}.
\]

### Lemma 1: expansion for one orientation

Write \(x=E-E_0\) and define

\[
u=\Delta\boldsymbol\mu\cdot\mathbf F,\quad v=\tfrac12\mathbf F\cdot\Delta\alpha\,\mathbf F,\quad
p=\mathbf e\cdot\mathbf m,\quad r=\mathbf e\cdot T\mathbf F,\quad s_2=e_iS_{ijk}F_jF_k .
\]

Here \(u,r\) are of first order in \(F\), and \(v,s_2\) of second. The second-order part of \((\mathbf e\cdot\mathbf M)^2g(x-\delta E)\) is

\[
(r^2+2ps_2)\,g+(p^2v+2pru)\,g'+\tfrac12p^2u^2\,g''.
\]

**Proof.** Because \(-\delta E=u+v\), Taylor's theorem gives

\[
g(x+u+v)=g+(u+v)g'+\tfrac12u^2g''+O(F^3).
\]

The squared amplitude is

\[
(p+r+s_2)^2=p^2+2pr+(r^2+2ps_2)+O(F^3).
\]

The terms of total order two in the product are: the second-order intensity times \(g\); the first-order intensity \(2pr\) times \(ug'\); and \(p^2\) times \(vg'+\tfrac12u^2g''\). Their sum is the stated expression. \(\square\)

The sign is worth tracing. A positive \(\Delta\alpha\) lowers the transition energy, and the expansion contains \(+vg'\). On the low-energy side of a single peak \(g'>0\), so absorption rises there, as a red shift requires.

### Lemma 2: the orientational average

In axes fixed to the absorber, \(\mathbf e\) and \(\mathbf f\) take all orientations while keeping their mutual angle \(\chi\). Then

\[
\langle e_ie_jf_kf_l\rangle=P\,\delta_{ij}\delta_{kl}+Q(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\quad P=\frac{5-q}{45},\quad Q=\frac q{30}.
\]

**Proof.** Hold \(\mathbf e\) fixed first. The vector \(\mathbf f\) is uniformly distributed on a cone about \(\mathbf e\). Its squared component along \(\mathbf e\) is \(\cos^2\chi\), and the remaining \(\sin^2\chi\) is shared equally between the two perpendicular directions. Hence

\[
\langle f_kf_l\rangle_{\mathbf e}=\cos^2\chi\,e_ke_l+\frac{\sin^2\chi}{2}(\delta_{kl}-e_ke_l)
=\frac{\sin^2\chi}{2}\delta_{kl}+\frac q2e_ke_l,
\]

since \(\cos^2\chi-\tfrac12\sin^2\chi=\tfrac12(3\cos^2\chi-1)\).

Now average over \(\mathbf e\). Symmetry gives \(\langle e_ie_j\rangle=\delta_{ij}/3\). For four components, averages with an odd power of any component vanish. The component \(e_z\) is uniformly distributed between \(-1\) and \(1\), so \(\langle e_z^4\rangle=1/5\). Averaging \((e_x^2+e_y^2+e_z^2)^2=1\) gives \(3/5+6\langle e_x^2e_y^2\rangle=1\), so \(\langle e_x^2e_y^2\rangle=1/15\). These values are collected in

\[
\langle e_ie_je_ke_l\rangle=\tfrac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

Therefore \(Q=(q/2)/15=q/30\). From \(\sin^2\chi=(2-q)/3\),

\[
P=\frac{\sin^2\chi}{6}+\frac q{30}=\frac{2-q}{18}+\frac q{30}=\frac{10-2q}{90}=\frac{5-q}{45}.\qquad\square
\]

### Proof of Theorem 1

Odd orders vanish by the opening symmetry argument, so the first correction beyond \(F^2\) is of order \(F^4\). It remains to average Lemma 1 with Lemma 2 and multiply by \(3/m^2\).

**Second derivative.** The required contraction is

\[
\langle p^2u^2\rangle=F^2\left[P m^2|\Delta\boldsymbol\mu|^2+2Q(\mathbf m\cdot\Delta\boldsymbol\mu)^2\right].
\]

Using \((\mathbf m\cdot\Delta\boldsymbol\mu)^2=m^2|\Delta\boldsymbol\mu|^2\cos^2\zeta\),

\[
\frac{3}{2m^2}\langle p^2u^2\rangle
=\frac{3F^2|\Delta\boldsymbol\mu|^2}{2}\left[\frac{5-q}{45}+\frac{q\cos^2\zeta}{15}\right]
=\frac{F^2|\Delta\boldsymbol\mu|^2}{30}\left[5+q(3\cos^2\zeta-1)\right].
\]

This is \(F^2C/30\).

**First derivative from the polarizability.** The factor \(\tfrac12\) in \(v\) gives

\[
\frac3{m^2}\langle p^2v\rangle=\frac{3F^2}{2}\left[P\,{\rm Tr}\,\Delta\alpha+2Q\Delta\alpha_m\right]
=\frac{F^2}{30}\left[(5-q){\rm Tr}\,\Delta\alpha+3q\Delta\alpha_m\right].
\]

Taking out \(1/15\) produces the first two terms of \(B\).

**First derivative from the transition moment.** In \(2pru\) the contracted tensor is \(2m_iT_{jk}\Delta\mu_l\). The three products of Kronecker symbols give, in order, \(\mathbf m\cdot T\Delta\boldsymbol\mu\), \(\Delta\boldsymbol\mu\cdot T\mathbf m\) and \((\mathbf m\cdot\Delta\boldsymbol\mu){\rm Tr}\,T\). Thus

\[
\frac{3}{m^2}\langle2pru\rangle=\frac{6F^2}{m^2}\left\{P\,\mathbf m\cdot T\Delta\boldsymbol\mu+Q[\Delta\boldsymbol\mu\cdot T\mathbf m+(\mathbf m\cdot\Delta\boldsymbol\mu){\rm Tr}\,T]\right\}.
\]

Equating this to \(F^2B_\times/15\) requires multiplication by 15. Since \(90P=10-2q\) and \(90Q=3q\), the stated \(B_\times\) follows.

**Zeroth derivative.** For \(r^2\) the tensor is \(T_{ik}T_{jl}\), whose contractions are \(T_{ik}T_{ik}\), \(({\rm Tr}\,T)^2\) and \(T_{ik}T_{ki}\). For \(2ps_2\) it is \(2m_iS_{jkl}\). The first contraction is \(2m_iS_{ikk}\). The other two are equal because \(S\) is symmetric in its last two indices, and they add to \(4m_kS_{iik}\). Hence

\[
\frac3{m^2}\langle r^2+2ps_2\rangle=\frac{3F^2}{m^2}(PX+QY)
=\frac{F^2}{30m^2}[(10-2q)X+3qY]=F^2a.
\]

Finally, \(Kg=A/E\) converts derivatives of \(g\) into derivatives of \(A/E\). \(\square\)

The formula was tested with arbitrary tensors against a rotational average of the unexpanded spectrum, at \(\chi=0^\circ\), \(54.74^\circ\) and \(90^\circ\). The largest deviation, relative to the largest predicted signal, was \(4.3\times10^{-5}\). Halving the field reduced the relative deviation by a factor 4.000, as an \(O(F^4)\) remainder in \(\Delta A\) requires.

### Remarks on measurement and validity

**Why a dipole gives a second derivative.** For every absorber shifted to lower energy, a reversed one is shifted equally to higher energy. The mean shift cancels, while the mean square shift broadens the band. A Gaussian loses absorption at its centre and gains it in the wings. A polarizability change shifts opposite orientations in the same direction, so reversal does not cancel its effect. At the magic angle, a displacement proportional to \({\rm Tr}\,\Delta\alpha\) remains.

**Magic angle and a second polarization.** At \(\cos^2\chi=1/3\), \(q=0\) and the coefficient of the second derivative is \(c_2=|\Delta\boldsymbol\mu|^2/6\). At \(\chi=90^\circ\), \(q=-1\) and \(C=|\Delta\boldsymbol\mu|^2(6-3\cos^2\zeta)\), so

\[
\cos^2\zeta=2-\frac{10\,c_2(90^\circ)}{|\Delta\boldsymbol\mu|^2}.
\]

The second-derivative coefficient does not reveal the sign of \(\Delta\boldsymbol\mu\).

**Local field and modulation.** If only the applied field is known, the second derivative gives \(f_{\rm loc}|\Delta\boldsymbol\mu|\), and the first gives \(f_{\rm loc}^2B\). For \(F=F_0\cos\omega t\), the identity \(F^2=\tfrac12F_0^2(1+\cos2\omega t)\) shows that the amplitude detected at \(2\omega\) is half the static response to \(F_0\).

**The factor \(E\).** Direct differentiation gives \(E(A/E)'=A'-A/E\). Replacing it by \(A'\) is justified when the bandwidth is much smaller than \(E\). Replacing \(E(A/E)''\) by \(A''\) also omits \(-2A'/E\), which can noticeably change the fitted first-derivative coefficient when the second derivative dominates.

**Field strength.** For one orientation and a Gaussian of standard deviation \(\sigma\), the fourth-order dipole term is \(u^4g''''/24\). At the centre \(g''=-g/\sigma^2\) and \(g''''=3g/\sigma^4\), so its ratio to \(u^2g''/2\) is \(-u^2/(4\sigma^2)\). The expansion therefore needs \(|\Delta\boldsymbol\mu|F\ll\sigma\).

**Mobile molecules.** In a fluid, a ground-state dipole \(\boldsymbol\mu_g\) adds the orientational weight \(\boldsymbol\mu_g\cdot\mathbf F/k_BT\) at first order. Multiplied by \(ug'\), it produces another first-derivative term, proportional to \(1/T\). At second order the same weight also changes the zeroth-derivative term, with a part proportional to \(q/T^2\) that can be of comparable size away from the magic angle. Assumption 1 excludes both effects.

## Part II. Frenkel and charge-transfer excitons

### Symbols and results carried over

The internal field is \(\mathbf F=F\mathbf f\), the light polarization is \(\mathbf e\), their angle is \(\chi\), and \(q=3\cos^2\chi-1\). A band has absorption \(A\), normalized line shape \(g\) and width \(\sigma\). The changes of its dipole and polarizability are \(\Delta\boldsymbol\mu\) and \(\Delta\alpha\), and \(\zeta\) is the angle between \(\Delta\boldsymbol\mu\) and the transition moment \(\mathbf m\). Part I showed that, to order \(F^2\) in an immobile isotropic sample,

\[
\Delta A=F^2\left[c_0A+c_1E(A/E)'+c_2E(A/E)''\right].
\]

At the magic angle, \(q=0\), \(c_2=|\Delta\boldsymbol\mu|^2/6\). The coefficient \(c_1=B/15\) contains \(\Delta\alpha\) and also a cross term between \(\Delta\boldsymbol\mu\) and the linear field dependence \(T\) of the transition moment. The question now is what these coefficients say about an exciton.

### A minimal electron–hole Hamiltonian

In the Tamm–Dancoff form of the Bethe–Salpeter equation, an exciton is an eigenvector of an electron–hole Hamiltonian. Its elements contain quasiparticle energy differences, the screened electron–hole attraction and the exchange interaction. In a basis of localized orbitals, keep two configurations with the hole on unit 1. The electron is on unit 1 in the Frenkel configuration \(|{\rm F}\rangle\), and on unit 2 in the charge-transfer configuration \(|{\rm C}\rangle\).

A charge \(Q_c\) at position \(\mathbf r\) has energy \(-Q_c\mathbf F\cdot\mathbf r\) in a uniform field. For a hole \(+e\) and an electron \(-e\), the sum is \(-e(\mathbf r_h-\mathbf r_e)\cdot\mathbf F\). The CT configuration therefore has a dipole of magnitude \(\mu=ed\), where \(d\) is the electron–hole distance, along a unit vector \(\mathbf n\). With \(s=\mu F\,\mathbf n\cdot\mathbf f\),

\[
H(s)=\begin{pmatrix}E_F&t\\t&E_C-s\end{pmatrix}.
\]

The energies \(E_F,E_C\) and the real coupling \(t\neq0\) are taken as given. In this model the Frenkel configuration has no dipole, the ground state and the interaction elements do not respond to the field, and only \(|{\rm F}\rangle\) has a transition moment from the ground state. The angle between that moment and \(\mathbf n\) is \(\zeta\).

### Proposition 2

Let an eigenstate have zero-field energy \(E_n\) and CT weight \(W\). Let \(D=E_o-E_n\) be the signed gap to the other eigenstate, positive for the lower state and negative for the upper. Then

\[
\Delta\boldsymbol\mu=W\mu\,\mathbf n,\qquad
\Delta\alpha=\kappa\mu^2\,\mathbf n\mathbf n,\qquad
\kappa=\frac{2W(1-W)}D .
\]

If \(D\) is large enough for the bands to be resolved, the coefficients at the magic angle are

\[
c_2=\frac{W^2\mu^2}{6},\qquad
c_1=\frac{\alpha_{\rm app}}6,\qquad
c_0=-\frac{W(1-2W)\mu^2}{D^2},
\]

where the apparent polarizability change along \(\mathbf n\) is

\[
\alpha_{\rm app}=\kappa\mu^2\left[1-\frac{2W}{1-W}\right]=\frac{2W(1-3W)\mu^2}{D}.
\]

This part has proved the Liptay theorem for an immobile isotropic sample and stated, in Proposition 2, what its coefficients become for a two-configuration exciton model. It remains to prove that proposition, to find when the derivatives distinguish Frenkel from charge-transfer character, and to examine a numerical example and a symmetric charge-transfer pair.
